Boltzmann-Matano analysis of concentration-dependent dopant diffusion

**1. What goes wrong without it**

A heavily doped layer is annealed, and its dopant profile is measured. If the diffusivity D were constant, the profile would be an error function and one fitted width would give D. For arsenic in silicon this fails. In the model used below, D at 1273 K rises from 2.9×10⁻¹⁵ cm²/s at a concentration of 2×10¹⁸ cm⁻³ to 2.1×10⁻¹⁴ cm²/s at 9×10¹⁹ cm⁻³, a factor of about 7. No single D describes such a profile.

A second trap is the choice of origin. In the example below, measuring distance from the depth of half concentration, less than 18 nm from the correct plane, gives about one fifth of the true D at 9×10¹⁹ cm⁻³. What is needed is a formula that reads D(C) from one profile, and a rule that fixes the origin from the same profile.

**2. Setting and assumptions**

Let C(x,t) be the number of dopant atoms per volume. The flux is −D ∂C/∂x, and conservation of atoms gives

∂C/∂t = ∂/∂x [ D(C) ∂C/∂x ].  (1)

At t = 0 the concentration is C_L for x < 0 and C_R for x > 0, with C_L > C_R. We assume that

- D depends on C alone, so the temperature is constant and point defects are in local equilibrium;
- D is positive and finite between C_R and C_L;
- the crystal is effectively infinite: both plateaus survive the anneal;
- the lattice neither swells nor shifts.

Measured depth is z = z_M + x. The position z_M of the origin, called the Matano plane, is to be found from the profile.

**3. One variable instead of two**

Take a solution C(x,t) and form C(λx, λ²t) with λ > 0. The time derivative on the left of (1) gains a factor λ², and the two space derivatives on the right gain λ·λ = λ². The new function therefore obeys (1) too. It also has the same initial step, because stretching x about zero leaves the step unchanged. The initial state determines the solution, so the two functions are equal for every λ. Choosing λ = 1/√t gives

C(x,t) = C(x/√t, 1).

The profile is a function of η = x/√t alone. Write C′ = dC/dη. Since ∂η/∂t = −η/(2t) and ∂η/∂x = 1/√t,

∂C/∂t = −(η/2t) C′,
∂/∂x (D ∂C/∂x) = (1/t) (D C′)′.

Equating these and multiplying by t,

−(η/2) C′ = (D C′)′.  (2)

Two facts follow at once. Let F = −D C′, the flux multiplied by √t. Equation (2) becomes F′ = −(η/2D) F, so that

F(η) = F(0) exp( −∫₀^η s/(2D) ds ).  (3)

First, F never changes sign, so C falls steadily from C_L to C_R, and each concentration between them occurs at one depth. Second, because D is bounded, F vanishes at least as fast as a Gaussian on both sides.

**4. The formula for D**

Choose a concentration C*, found at η*, and integrate (2) from η* to infinity. The flux vanishes at infinity, so the right side gives

[D C′] from η* to ∞ = −D(C*) C′(η*).

On the left, C′dη = dC, and C runs from C* down to C_R:

−½ ∫_{C*}^{C_R} η dC = +½ ∫_{C_R}^{C*} η dC.

Therefore

D(C*) C′(η*) = −½ ∫_{C_R}^{C*} η dC.  (4)

At fixed t, η = x/√t gives dη/dC = (1/√t) dx/dC. Dividing (4) by C′ brings in one factor 1/√t from the slope and another from the integral. With x = z − z_M,

D(C*) = −(1/2t) (dz/dC)|_{C*} ∫_{C_R}^{C*} (z − z_M) dC.  (5)

This is the Boltzmann-Matano formula. The slope dz/dC is negative and the integral, called the moment below, is positive, so D is positive. In terms of the flux J = −D ∂C/∂x, the formula reads

J(C*) = (1/2t) ∫_{C_R}^{C*} (z − z_M) dC.  (6)

The moment supplies the flux, and dividing by the gradient turns the flux into a diffusivity.

**5. The Matano plane from atom conservation**

Atoms missing on the left of the original junction must have arrived on its right:

∫_{−∞}^{z_M} (C_L − C) dz = ∫_{z_M}^{∞} (C − C_R) dz.  (7)

Could another plane also balance? Call the left side minus the right side G(p), with z_M replaced by a trial depth p. Then

dG/dp = [C_L − C(p)] + [C(p) − C_R] = C_L − C_R > 0.

G has a single zero. The equal-area plane is unique, and it is the original junction.

Now integrate both sides of (7) by parts. The boundary terms vanish, at z_M because z − z_M = 0 and far away because the profile reaches its plateaus:

left side = ∫_{−∞}^{z_M} (z − z_M) (dC/dz) dz,
right side = −∫_{z_M}^{∞} (z − z_M) (dC/dz) dz.

Equating them gives

∫_{C_R}^{C_L} (z − z_M) dC = 0.  (8)

Integrating (2) over the whole line gives the same condition, because the flux vanishes at both ends. Conservation and the formula for D thus demand the same origin.

For a measured profile the dose form is convenient. Let the record run from a on the high plateau to b on the low one. Left of z_M write C − C_R = (C_L − C_R) − (C_L − C). Then

∫_a^b (C − C_R) dz = (C_L − C_R)(z_M − a) − ∫_a^{z_M} (C_L − C) dz + ∫_{z_M}^b (C − C_R) dz.

By (7) the last two terms cancel, and

z_M = a + ∫_a^b (C − C_R) dz / (C_L − C_R).  (9)

This needs no derivative of the data.

The number of atoms per area that have crossed the plane is

N = ∫_{z_M}^∞ (C − C_R) dz = √t ∫₀^∞ (C − C_R) dη.

The last integral is independent of time, so N grows as √t and the flux through the plane is dN/dt = N/(2t).

**6. Two cases that can be checked by hand**

*Constant D.* Equation (3) gives C′ = −A exp(−η²/4D), with A a positive constant. The moment in (4) is

∫_{C_R}^{C*} η dC = A ∫_{η*}^∞ η exp(−η²/4D) dη = 2DA exp(−η*²/4D) = −2D C′(η*).

Inserted in (4), it returns D at every concentration. The profile is antisymmetric about η = 0, so here the Matano plane does lie at half concentration.

*A straight-line profile.* In scaled units let C_L = 1, C_R = 0 and C = ½ − η between the plateaus. Then η = ½ − C, dη/dC = −1, and

∫₀^C (½ − c) dc = C(1 − C)/2,
D = C(1 − C)/4.

The full moment, at C = 1, is zero, as (8) requires. To check (1), use ∂C/∂x = −1/√t:

D ∂C/∂x = −C(1 − C)/(4√t),
∂/∂x (D ∂C/∂x) = −[(1 − 2C)/(4√t)] (−1/√t) = (1 − 2C)/(4t).

On the other side, ∂C/∂t = x/(2t^{3/2}) = η/(2t) = (1 − 2C)/(4t). The two agree. Here D vanishes at the plateaus, outside the assumption of Section 2. That is why the profile can have corners, but the flux is zero there and the integration still holds.

**7. A misplaced origin**

Suppose the origin is put at z_M + δ. The moment becomes

∫_{C_R}^{C*} (x − δ) dC = (C* − C_R)(⟨x⟩ − δ),

where ⟨x⟩ is the mean of x over the concentrations from C_R to C*. Hence

D_apparent = D (1 − δ/⟨x⟩).  (10)

As C* rises, shallower positions enter the average and ⟨x⟩ falls. By (8) it reaches zero at C_L. In (5), where the integral starts at the low plateau, a fixed δ therefore causes the largest relative error near the high plateau. Integrating from the high plateau instead would move the largest relative error to the low one.

The half-concentration depth is a wrong origin whenever D increases with C, and the direction of the error can be derived. Let s be the scaled distance from the plane on either side, and y(s) the departure of C from the plateau on that side. Then y(0) = ∫₀^∞ (F/D) ds. Equation (3) gives F/D = −(2/s) dF/ds on both sides. Integrating by parts,

y(0) = 2 ∫₀^∞ [F(0) − F(s)]/s² ds.

The boundary terms vanish, since F(0) − F(s) is proportional to s² at small s and bounded at large s. The left side has the higher concentrations and so the larger D. By (3) its flux decays more slowly, which makes F(0) − F(s) smaller there. So C_L − C(0) < C(0) − C_R. The concentration at the Matano plane lies above the mean of the plateaus, and half concentration lies deeper than the plane.

**8. A surface source has a different origin**

Now let dopant enter through a surface at x = 0 held at C_s, with C = C_R initially inside. The scaling argument still works, because a constant surface value is unchanged by stretching. The integration from the low plateau also stands, so (5) holds with x measured from the surface. Equation (8) does not hold. By parts,

∫_{C_R}^{C_s} x dC = ∫₀^∞ (C − C_R) dx = Q,

where Q is the dose added per area. The equal-area plane would lie at depth Q/(C_s − C_R), and using it as origin would force D(C_s) = 0. Atom conservation fixes the plane by (8) only when no atoms enter from outside.

**9. Why D depends on C for arsenic**

In this section the algebra is in atomic units: the elementary charge is 1 and τ is the thermal energy. Arsenic is a singly charged donor. With D_d its diffusivity without the built-in field E,

J = −D_d ∂C/∂x + D_d C E/τ.

Non-degenerate electrons in equilibrium follow the potential φ as n ∝ exp(φ/τ), so E = −∂φ/∂x = −τ ∂(ln n)/∂x. Therefore

J = −D_d [1 + C d(ln n)/dC] ∂C/∂x.

With no other dopant, local neutrality is n − n_i²/n = C, where n_i is the intrinsic density. Its positive root is n = (C + R)/2, with R = √(C² + 4n_i²). Then

dn/dC = ½(1 + C/R) = n/R,

so d(ln n)/dC = 1/R. If neutral and singly negative point defects carry the arsenic, and the negative ones are present in proportion to n, then D_d = D₀ + D₋ n/n_i, where D₀ and D₋ are the contributions of the neutral and the negative defects at n = n_i. Multiplying by the field factor 1 + C/R gives

D(C) = (D₀ + D₋ n/n_i)(1 + C/R).  (11)

For C ≪ n_i this tends to D₀ + D₋. For C ≫ n_i it tends to 2(D₀ + D₋ C/n_i), where the field supplies the factor 2. The profile analysis itself gives only the product in (11). If n_i is known and the assumptions of this section hold, the field factor 1 + C/R can be calculated and divided out, which leaves the defect factor.

**10. Worked example**

A silicon layer 600 nm thick with 10²⁰ cm⁻³ arsenic lies on silicon with 10¹⁸ cm⁻³. It is annealed for t = 3600 s at 1273 K. We take n_i = 10¹⁹ cm⁻³, D₀ = 1.5×10⁻¹⁵ cm²/s and D₋ = 1.0×10⁻¹⁵ cm²/s. The profile was computed by solving (1) with (11) directly in depth and time on a 1 nm grid, without using η. It then served as the measured profile.

*The plane.* Equations (8) and (9) both give z_M = 600.0 nm, the original junction. The concentration there is 5.73×10¹⁹ cm⁻³, above the plateau mean of 5.05×10¹⁹ cm⁻³, as Section 7 requires. Half concentration lies at 617.7 nm.

*The diffusivity at C\* = 5×10¹⁹ cm⁻³.* This concentration occurs at 618.9 nm. The slope there is dC/dz = −4.036×10¹⁷ cm⁻³/nm, and the moment is 3.751×10²¹ cm⁻³ nm. From (5),

D = 3.751×10²¹ / (2 × 3600 × 4.036×10¹⁷) = 1.291 nm²/s = 1.291×10⁻¹⁴ cm²/s.

For comparison, (11) gives R = 5.385×10¹⁹ cm⁻³ and n = 5.193×10¹⁹ cm⁻³, hence

D = (1.5 + 5.193)×10⁻¹⁵ × (1 + 5/5.385) = 1.291×10⁻¹⁴ cm²/s.

At six concentrations from 2×10¹⁸ to 9×10¹⁹ cm⁻³ the extracted and input values differ by at most 0.03 % of the input.

*The flux.* The atoms that crossed the plane number N = 3.821×10¹⁴ cm⁻². Then N/(2t) = 3.821×10¹⁴/7200 = 5.307×10¹⁰ cm⁻² s⁻¹, which matches −D ∂C/∂z evaluated at the plane. Between t/4 and t, N doubles, as √t demands.

*The wrong plane.* Taking half concentration as origin means δ = 17.7 nm. At 5×10¹⁹ cm⁻³,

⟨x⟩ = 3.7507×10²¹ / (4.9×10¹⁹) = 76.5 nm,
1 − 17.7/76.5 = 0.77.

The apparent D is 23 % too low. At 2×10¹⁸ cm⁻³ it is 11 % too low, and at 9×10¹⁹ cm⁻³ it is 79 % too low.

*A surface source.* With the same D(C), time and background, and the surface held at 10²⁰ cm⁻³, the surface origin recovers D at 5×10¹⁹ cm⁻³. The equal-area plane, at 84.1 nm, gives 0.325 of it. The numerical output lists the remaining values.

**11. Beside real arsenic-doped silicon**

The values of n_i, D₀ and D₋ are round numbers in the rough range for arsenic in silicon near 1273 K. Real samples depart from the model in two different ways.

Some effects change the law D(C) but leave the extraction valid, because D remains a function of C. The largest one sized here is electron degeneracy. With a rough density-of-states mass of 1.1 electron masses, Fermi-Dirac statistics raise D at 10²⁰ cm⁻³ by about 20 % relative to (11). The figure depends on the mass: it is near 23 % for 1.0 electron masses and near 17 % for 1.2. Band-gap narrowing is left out. Clustering acts the other way. Suppose immobile, neutral clusters of four arsenic atoms hold half the arsenic when the active density is 3×10²⁰ cm⁻³, a rough scale. If their density is simply proportional to the fourth power of the active density, D at 10²⁰ cm⁻³ falls by about 14 %. Forming a neutral cluster from four ionized donors also binds four electrons, however. Mass action then adds a factor n⁴, and with the same half-way point the fall at 10²⁰ cm⁻³ is much smaller. Clusters must form and dissolve fast enough to stay in equilibrium; otherwise D depends on history as well.

Other effects disturb the extraction itself. Heating from 900 K and cooling back at 10 K/min, with a rough activation energy of 4 eV, adds the equivalent of about 400 s at 1273 K. If temperature multiplies D by the same factor at all concentrations, (5) holds with this longer effective time, and using 3600 s makes D about 11 % too high. Since n_i also varies with temperature, that common factor is an approximation: with n_i ∝ T^{3/2} exp(−0.605 eV/kT) and separate activation energies of 3.44 eV for D₀ and 4.05 eV for D₋, the error is 12 to 13 %, depending on concentration. A Gaussian depth resolution of 5 nm raises the extracted D by about 2 % at the low concentrations and 0.1 % at 9×10¹⁹ cm⁻³. Noise in a measured slope is not included. It enters D strongly wherever it is large compared with the slope, as can happen near a plateau.

Two further assumptions can be sized. With a sealed outer surface, as in this calculation, the concentration there has fallen by only 2×10⁻⁶ of C_L, so the layer is thick enough. If arsenic escapes through the surface, the high plateau can be eroded from that side, and a cap or a thicker layer is needed. If each arsenic atom that crossed the plane carried at most one lattice site with it, the lattice would shift by at most 0.08 nm, far less than the width of the profile.

Local equilibrium of point defects has not been sized. Implantation damage or an oxidizing surface can supply excess defects, and D then depends on time and depth as well as on C. A useful check is to anneal identical samples for two times and plot C against (z − z_M)/√t, where t is the effective time with the ramps included. If the curves differ by more than the measurement error, depth resolution included, the assumptions behind (5) have failed. Agreement does not by itself prove every assumption.

Computed values

```
temperature: 1273 K
anneal time: 3600 s
intrinsic density n_i: 1.0e+19 cm^-3
D_0: 1.50e-15 cm^2/s
D_minus: 1.00e-15 cm^2/s
plateaus C_L, C_R: 1.0e+20, 1.0e+18 cm^-3
original junction depth: 600.0 nm
grid spacing: 1.0 nm
Matano plane from moment: 600.001 nm
Matano plane from dose: 600.000 nm
concentration at plane: 5.731e+19 cm^-3
half concentration: 5.050e+19 cm^-3
depth of half concentration: 617.68 nm
scaling mismatch / C_L: 3.9e-05
atoms crossed: 3.821e+14 cm^-2
crossed, ratio t to t/4: 2.0001
flux at plane: 5.307e+10 cm^-2 s^-1
C (cm^-3) | D input | D extracted (cm^2/s)
2.0e+18 | 2.864e-15 | 2.864e-15
5.0e+18 | 3.455e-15 | 3.456e-15
1.0e+19 | 4.512e-15 | 4.514e-15
2.0e+19 | 6.682e-15 | 6.682e-15
5.0e+19 | 1.291e-14 | 1.291e-14
9.0e+19 | 2.097e-14 | 2.097e-14
largest error: 0.03 %
worked point C* = 5.0e19 cm^-3:
  depth: 618.93 nm
  slope dC/dz: -4.0363e+17 cm^-3/nm
  moment: 3.7507e+21 cm^-3 nm
  D: 1.2906 nm^2/s = 1.291e-14 cm^2/s
C (cm^-3) | D/D_input: half-depth plane | 5 nm blur
2.0e+18 | 0.890 | 1.021
5.0e+18 | 0.876 | 1.023
1.0e+19 | 0.863 | 1.016
2.0e+19 | 0.844 | 1.006
5.0e+19 | 0.769 | 1.002
9.0e+19 | 0.207 | 1.001
surface source, equal-area depth: 84.10 nm
  D/D_input at 5e19, surface origin: 1.0000
  same, equal-area origin: 0.325
band density N_c (mass 1.1 m_e): 2.53e+20 cm^-3
degeneracy, change of D at C_L: 20.9 %
cluster scale: 3.0e+20 cm^-3
clusters, change of D at C_L: -14.3 %
ramps 10 K/min, 4.0 eV: 398 s
  share of anneal time: 11.0 %
plateau loss at surface: 1.9e-06
lattice shift bound: 0.076 nm
```
